# The square-root counting statistics of tunnelling through a single trap: a numerical check

```python
# Result under test: electrons pass one by one through a trap that is filled at
# rate_in and emptied at rate_out, with no reverse steps. For long times t
#   ln<exp(i chi N)> = (t/2) [sqrt((rate_in-rate_out)^2
#                      + 4 rate_in rate_out exp(i chi)) - rate_in - rate_out],
# where N is the number of electrons delivered and chi the counting field.
# Equal rates make the third cumulant of N one quarter of its mean.
# asymmetry = (rate_in - rate_out) / (rate_in + rate_out).
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import expit
from scipy.stats import poisson


def growth_rate(field, rate_in, rate_out):
    """Derived generating function per unit time; field stands for i*chi."""
    root = np.sqrt((rate_in - rate_out)**2
                   + 4 * rate_in * rate_out * np.exp(field) + 0j)
    return (root - rate_in - rate_out) / 2


def cumulant_ratios(rate_in, rate_out):
    """Derived long-time C2/C1 and C3/C1."""
    asymmetry = (rate_in - rate_out) / (rate_in + rate_out)
    return (1 + asymmetry**2) / 2, 0.25 + 0.75 * asymmetry**4


def count_distribution(rate_in, rate_out, time, occupied, count_exit=True,
                       max_count=80):
    """Solve the number-resolved master equation; return P(N)."""
    size = 2 * max_count
    generator = np.zeros((size, size))
    for n in range(max_count):
        empty, full = 2 * n, 2 * n + 1
        generator[empty, empty] -= rate_in
        generator[full, full] -= rate_out
        after_entry = full if count_exit else full + 2
        after_exit = empty + 2 if count_exit else empty
        if after_entry < size:
            generator[after_entry, empty] += rate_in
        if after_exit < size:
            generator[after_exit, full] += rate_out
    start = np.zeros(size)
    start[0], start[1] = 1 - occupied, occupied
    return (expm(generator * time) @ start).reshape(max_count, 2).sum(axis=1)


def cumulants(probability):
    n = np.arange(len(probability))
    mean = probability @ n
    return np.array([mean, probability @ (n - mean)**2,
                     probability @ (n - mean)**3])


# Long-time growth of the generating function and cumulants, unequal rates,
# with counting at the exit and at the entrance.
test_in, test_out = 1.0, 2.5
worst_generating = 0.0
for at_exit in (True, False):
    early = count_distribution(test_in, test_out, 14.0, 0.3, at_exit)
    late = count_distribution(test_in, test_out, 15.0, 0.3, at_exit)
    numbers = np.arange(len(early))
    for chi in (0.4, 1.1, 1.9):
        phase = np.exp(1j * chi * numbers)
        measured = np.log((late @ phase) / (early @ phase))
        error = abs(measured - growth_rate(1j * chi, test_in, test_out))
        worst_generating = max(worst_generating, error)
    slope = cumulants(late) - cumulants(early)
    fano, third = cumulant_ratios(test_in, test_out)
    assert abs(slope[0] - test_in * test_out / (test_in + test_out)) < 1e-7
    assert abs(slope[1] / slope[0] - fano) < 1e-6
    assert abs(slope[2] / slope[0] - third) < 1e-6
assert worst_generating < 1e-7

# Equal rates: long-time cumulants halve at each order.
equal_slope = (cumulants(count_distribution(1.0, 1.0, 21.0, 0.5))
               - cumulants(count_distribution(1.0, 1.0, 20.0, 0.5)))
assert np.allclose(equal_slope, [1 / 2, 1 / 4, 1 / 8], atol=1e-7)

# Equal rates: exact finite-time generating function and cumulants.
for tau in (0.3, 1.0, 2.5):
    exact_p = count_distribution(1.0, 1.0, tau, 0.5)
    c1, c2, c3 = cumulants(exact_p)
    assert abs(c1 - tau / 2) < 1e-9
    assert abs(c2 - tau / 4 - (1 - np.exp(-2 * tau)) / 8) < 1e-9
    assert abs(c3 / c1 - 0.25 - 0.75 * np.exp(-2 * tau)) < 1e-8
    s = 0.6
    summed = exact_p @ np.exp(s * np.arange(len(exact_p)))
    closed = (np.cosh(s / 4)**2 * np.exp(tau * (np.exp(s / 2) - 1))
              - np.sinh(s / 4)**2 * np.exp(-tau * (np.exp(s / 2) + 1)))
    assert abs(summed - closed) < 1e-9
short_c = cumulants(count_distribution(1.0, 1.0, 1.0, 0.5))

# Equal rates: N counts every second event of one Poisson stream.
from_empty = count_distribution(1.0, 1.0, 6.0, 0.0)
n = np.arange(len(from_empty))
assert np.allclose(from_empty, poisson.pmf(2 * n, 6.0)
                   + poisson.pmf(2 * n + 1, 6.0), atol=1e-11)

# Spin with strong blockade: two ways in, one way out.
s = 0.5
spin_matrix = np.array([[-2.0, np.exp(s), np.exp(s)],
                        [1.0, -1.0, 0.0], [1.0, 0.0, -1.0]])
spin_top = max(np.linalg.eigvals(spin_matrix).real)
assert abs(spin_top - growth_rate(s, 2.0, 1.0).real) < 1e-10
spin_fano, spin_third = cumulant_ratios(2.0, 1.0)

# Worked example: a trap in a thin gate oxide (rough typical parameters).
thickness = 3.0        # nm
bias = 0.5             # V
barrier = 3.0          # eV, above the left Fermi level; also the trap depth
mass_ratio = 0.5       # tunnelling mass / free-electron mass
attempt_rate = 1e13    # 1/s
temperature = 300.0    # K
window = 1e-3          # s
contact_side = 20.0    # nm
relaxation = 0.5       # eV, lattice relaxation energy
trap_radius = 0.4      # nm
permittivity = 2.0     # electronic relative permittivity
slope_ev = bias / thickness                      # eV/nm
thermal = sc.k * temperature / sc.e              # eV
wave_factor = np.sqrt(2 * mass_ratio * sc.m_e * sc.e) / sc.hbar * 1e-9


def action(height_start, height_end, length):
    """Integral of the decay constant over a linearly tilted barrier."""
    return (wave_factor * length * 2 / 3
            * (height_start**1.5 - height_end**1.5)
            / (height_start - height_end))


check = quad(lambda x: wave_factor * np.sqrt(3.2 - 0.3 * x / 1.4), 0, 1.4)[0]
assert abs(check - action(3.2, 2.9, 1.4)) < 1e-9


def trap_rates(position):
    """Elastic filling and emptying rates for a trap at this depth in nm."""
    to_right = thickness - position
    left = action(barrier + slope_ev * position, barrier, position)
    right = action(barrier, barrier - slope_ev * to_right, to_right)
    return attempt_rate * np.exp(-2 * left), attempt_rate * np.exp(-2 * right)


balance = brentq(lambda x: np.log(trap_rates(x)[0] / trap_rates(x)[1]),
                 0.5, 2.5, xtol=1e-13)
fill, drain = trap_rates(balance)
assert abs(fill / drain - 1) < 1e-8
tau_window = fill * window
mean_rate = fill * drain / (fill + drain)
drive_in = slope_ev * balance
drive_out = bias - drive_in


# Reverse tunnelling: both electrodes fill and empty the trap thermally.
occ_left, occ_right = expit(drive_in / thermal), expit(-drive_out / thermal)


def two_way_growth(s):
    enter = occ_left + occ_right
    leave = 2 - enter
    product = ((occ_left + occ_right * mp.exp(-s))
               * ((1 - occ_left) + (1 - occ_right) * mp.exp(s)))
    return (mp.sqrt((enter - leave)**2 + 4 * product) - enter - leave) / 2


s = 0.4
two_way_matrix = np.array([
    [-occ_left - occ_right, (1 - occ_left) + (1 - occ_right) * np.exp(s)],
    [occ_left + occ_right * np.exp(-s), -2 + occ_left + occ_right]])
assert abs(max(np.linalg.eigvals(two_way_matrix).real)
           - float(two_way_growth(s))) < 1e-10
mp.mp.dps = 40
two_way_third = float(mp.diff(two_way_growth, 0, 3)
                      / mp.diff(two_way_growth, 0, 1))
assert abs(two_way_third - 0.25) < 5e-3


# Lattice relaxation: thermal Gaussian spread of the transition energy.
def lattice_factor(drive):
    width2 = 4 * relaxation * thermal

    def integrand(energy):
        return (expit(-energy / thermal) / np.sqrt(np.pi * width2)
                * np.exp(-(relaxation - drive - energy)**2 / width2))
    return sum(quad(integrand, a, b, epsabs=0, epsrel=1e-9, limit=300)[0]
               for a, b in ((-1.5, 0.0), (0.0, 1.0), (1.0, 2.5)))


factor_in, factor_out = lattice_factor(drive_in), lattice_factor(drive_out)
reverse_ratio = lattice_factor(-drive_in) / factor_in
assert abs(reverse_ratio / np.exp(-drive_in / thermal) - 1) < 1e-5
slow_fill, slow_drain = fill * factor_in, drain * factor_out
slow_mean = slow_fill * slow_drain / (slow_fill + slow_drain)
slow_third = cumulant_ratios(slow_fill, slow_drain)[1]

# Second electron: electronic repulsion less twice the relaxation energy.
repulsion = (sc.e / (4 * np.pi * sc.epsilon_0 * permittivity
                     * trap_radius * 1e-9) - 2 * relaxation)
second_height = repulsion - drive_in
second_ratio = fill * lattice_factor(-second_height) / slow_drain

# Direct tunnelling past the trap, and emission over the barrier.
area = (contact_side * 1e-9)**2
supply_factor = sc.m_e * sc.e**2 / (2 * np.pi**2 * sc.hbar**3)


def direct_integrand(energy):
    through = np.exp(-2 * action(barrier - energy, barrier - bias - energy,
                                 thickness))
    return through * min(bias, -energy)


direct_rate = area * supply_factor * sum(
    quad(direct_integrand, a, b, epsabs=0, epsrel=1e-9)[0]
    for a, b in ((-4.0, -bias), (-bias, 0.0)))
background_third = ((slow_third * slow_mean + direct_rate)
                    / (slow_mean + direct_rate))
field_si = bias / (thickness * 1e-9)
lowering = np.sqrt(sc.e * field_si
                   / (4 * np.pi * sc.epsilon_0 * permittivity))
richardson = 4 * np.pi * sc.m_e * sc.k**2 * sc.e / sc.h**3
emission_rate = (area * richardson * temperature**2 / sc.e
                 * np.exp(-(barrier - lowering) / thermal))
broadening = sc.hbar * (fill + drain) / (sc.k * temperature)

print(f"Test rates in, out: {test_in:.1f}, {test_out:.1f} (arbitrary 1/time)")
print(f"  largest generating-function error: {worst_generating:.1e}")
print(f"  C2/C1 and C3/C1 from master equation: "
      f"{slope[1]/slope[0]:.5f}, {slope[2]/slope[0]:.5f}")
print(f"Equal rates, long time, C2/C1 and C3/C1: "
      f"{equal_slope[1]/equal_slope[0]:.5f}, "
      f"{equal_slope[2]/equal_slope[0]:.5f}")
print(f"Equal rates, rate*time = 1, C3/C1: {short_c[2]/short_c[0]:.4f}")
print(f"Oxide thickness: {thickness:.1f} nm; bias: {bias:.2f} V")
print(f"Field: {field_si*1e-8:.2f} MV/cm")
print(f"Barrier and trap depth: {barrier:.1f} eV; mass ratio: {mass_ratio}")
print(f"Attempt rate: {attempt_rate:.0e} 1/s; temperature: {temperature:.0f} K")
print(f"Thermal energy: {thermal:.5f} eV")
print(f"Trap position for equal rates: {balance:.4f} nm from left")
print(f"Trap level below left Fermi level: {drive_in:.4f} eV")
print(f"Trap level above right Fermi level: {drive_out:.4f} eV")
print(f"Common tunnelling rate: {fill:.4e} 1/s")
print(f"Mean current: {sc.e*mean_rate*1e15:.3f} fA")
print(f"Counting window: {window*1e3:.1f} ms; rate*time: {tau_window:.2f}")
print(f"C1 in window: {tau_window/2:.2f} electrons")
print(f"C2 in window: "
      f"{tau_window/4 + (1-np.exp(-2*tau_window))/8:.2f} electrons^2")
print(f"C3 in window: "
      f"{tau_window/8 + 3*tau_window*np.exp(-2*tau_window)/8:.2f} electrons^3")
for shift in (0.02, 0.05, 0.10):
    moved = trap_rates(balance + shift)
    ratios = cumulant_ratios(*moved)
    print(f"Trap moved right {shift:.2f} nm: rate out/in {moved[1]/moved[0]:.3f}, "
          f"C2/C1 {ratios[0]:.4f}, C3/C1 {ratios[1]:.4f}")
print(f"Spin, equal bare rates: C2/C1 {spin_fano:.4f}, C3/C1 {spin_third:.4f}")
print(f"Reverse tunnelling included: C3/C1 {two_way_third:.6f}")
print(f"Lattice relaxation energy: {relaxation:.2f} eV")
print(f"  rate factors in, out: {factor_in:.4f}, {factor_out:.4f}")
print(f"  reverse/forward ratio at left: {reverse_ratio:.2e}")
print(f"  slowed mean rate: {slow_mean:.1f} 1/s; C3/C1 {slow_third:.6f}")
print(f"Trap radius: {trap_radius:.1f} nm; "
      f"electronic permittivity: {permittivity:.1f}")
print(f"Net repulsion of second electron: {repulsion:.3f} eV")
print(f"Second entry rate / exit rate: {second_ratio:.1e}")
print(f"Contact side: {contact_side:.0f} nm")
print(f"Direct tunnelling rate: {direct_rate:.2e} 1/s")
print(f"  C3/C1 of slowed current with this background: {background_third:.6f}")
print(f"Image-force barrier lowering: {lowering:.3f} eV")
print(f"Thermal emission rate over barrier: {emission_rate:.1e} 1/s")
print(f"Lifetime broadening / thermal energy: {broadening:.1e}")
print("finished without a failed check")
```

Printed output:

```
Test rates in, out: 1.0, 2.5 (arbitrary 1/time)
  largest generating-function error: 2.2e-11
  C2/C1 and C3/C1 from master equation: 0.59184, 0.27530
Equal rates, long time, C2/C1 and C3/C1: 0.50000, 0.25000
Equal rates, rate*time = 1, C3/C1: 0.3515
Oxide thickness: 3.0 nm; bias: 0.50 V
Field: 1.67 MV/cm
Barrier and trap depth: 3.0 eV; mass ratio: 0.5
Attempt rate: 1e+13 1/s; temperature: 300 K
Thermal energy: 0.02585 eV
Trap position for equal rates: 1.4687 nm from left
Trap level below left Fermi level: 0.2448 eV
Trap level above right Fermi level: 0.2552 eV
Common tunnelling rate: 6.8305e+04 1/s
Mean current: 5.472 fA
Counting window: 1.0 ms; rate*time: 68.30
C1 in window: 34.15 electrons
C2 in window: 17.20 electrons^2
C3 in window: 8.54 electrons^3
Trap moved right 0.02 nm: rate out/in 1.651, C2/C1 0.5301, C3/C1 0.2527
Trap moved right 0.05 nm: rate out/in 3.503, C2/C1 0.6545, C3/C1 0.3216
Trap moved right 0.10 nm: rate out/in 12.292, C2/C1 0.8609, C3/C1 0.6406
Spin, equal bare rates: C2/C1 0.5556, C3/C1 0.2593
Reverse tunnelling included: C3/C1 0.250000
Lattice relaxation energy: 0.50 eV
  rate factors in, out: 0.0637, 0.0719
  reverse/forward ratio at left: 7.72e-05
  slowed mean rate: 2307.4 1/s; C3/C1 0.250010
Trap radius: 0.4 nm; electronic permittivity: 2.0
Net repulsion of second electron: 0.800 eV
Second entry rate / exit rate: 4.1e-09
Contact side: 20 nm
Direct tunnelling rate: 2.17e+00 1/s
  C3/C1 of slowed current with this background: 0.250715
Image-force barrier lowering: 0.346 eV
Thermal emission rate over barrier: 7.1e-31 1/s
Lifetime broadening / thermal energy: 3.5e-09
finished without a failed check
```
